\section*{Why a Hubbard term on metal d states can miss oxygen-hole polarons}

\section{Definitions and conventions}

An oxygen-hole polaron is a missing electron held on oxygen by the lattice distortion that it causes. In a charge-trap or resistive memory oxide it is a possible site of stored charge. Whether a calculation finds it depends on how the functional treats fractional occupation of the oxygen p states.

Take an oxide whose metal d shell is formally empty. One cell has an oxygen p orbital at energy $0$ and a metal d orbital at $\Delta$, coupled by $-t$ with $t>0$. The spin channel of the hole contains $N$ electrons per cell, $0\le N\le1$, so the hole charge is $1-N$. The other spin channel is inert. The density matrix $\gamma$ is real, with eigenvalues between 0 and 1, diagonal elements $n_p,n_d$ and trace $n_p+n_d=N$.

The true energy of the model is that of independent electrons of one spin. At fixed geometry it is $N$ times the lowest orbital energy, a straight line in $N$. A semilocal functional is represented by adding spurious terms that vanish at integer orbital occupation and are negative between:
\begin{equation}
E=\Delta n_d-2t\gamma_{pd}-\tfrac12k_pn_p(1-n_p)-\tfrac12k_dn_d(1-n_d).
\label{E}
\end{equation}
Without correction $k_p=K_p$ and $k_d=K_d$, both positive. A Hubbard term $+\frac12Un(1-n)$ on each orbital leaves
\begin{equation}
k_p=K_p-U_p,\qquad k_d=K_d-U_d .
\end{equation}
``d only'' means $U_p=0$. Its best case would seem to be $U_d=K_d$, which removes the d error completely.

\section{The curvature that remains}

\subsection{Reduction to one variable}

Positivity of $\gamma$ requires $\gamma_{pd}^2\le n_pn_d$. Positivity of $1-\gamma$ requires
\begin{equation}
\gamma_{pd}^2\le(1-n_p)(1-n_d)=1-N+n_pn_d,
\end{equation}
which is no stricter, since $N\le1$. The energy falls linearly with $\gamma_{pd}$, so the minimum has $\gamma_{pd}=\sqrt{n_pn_d}$. The determinant of $\gamma$ is then zero: a single orbital holds all $N$ electrons. Let $w$ be its p weight, so that $n_p=Nw$ and $n_d=N(1-w)$. Sorting \eqref{E} by powers of $N$ gives
\begin{align}
E(N,w)&=N L(w)+\tfrac12N^2Q(w),\label{NLQ}\\
L&=e(w)-\tfrac12k_pw-\tfrac12k_d(1-w),\\
Q&=k_pw^2+k_d(1-w)^2,\\
e&=\Delta(1-w)-2t\sqrt{w(1-w)} .
\end{align}
The orbital adjusts until $\partial E/\partial w=Ng=0$, where
\begin{equation}
g=e'(w)+k_p\left(Nw-\tfrac12\right)-k_d\left[N(1-w)-\tfrac12\right].
\label{stat}
\end{equation}

\subsection{Curvature with the orbital free to relax}

Since $\partial E/\partial w=0$, the total slope is $E'(N)=\partial E/\partial N$. Differentiating again, with $dw/dN=-E_{Nw}/E_{ww}$ from the stationarity condition, gives
\begin{equation}
E''(N)=E_{NN}-\frac{E_{Nw}^2}{E_{ww}} .
\end{equation}
The derivatives, taken at $g=0$, are
\begin{align}
E_{NN}&=Q,\\
E_{Nw}&=g+N\,\partial_Ng=Nb,\quad b=k_pw-k_d(1-w),\\
E_{ww}&=N\left[e''+N(k_p+k_d)\right].
\end{align}
Two derivatives of $e(w)$ give $e''=\frac t2[w(1-w)]^{-3/2}$, the stiffness of the orbital against a change of mixing. Over a common denominator the numerator contains
\begin{equation}
Q(k_p+k_d)-b^2=k_pk_d\left[w+(1-w)\right]^2=k_pk_d,
\end{equation}
because the terms $k_p^2w^2$ and $k_d^2(1-w)^2$ cancel. Hence
\begin{equation}
E''=\frac{e''\left[k_pw^2+k_d(1-w)^2\right]+Nk_pk_d}{e''+N(k_p+k_d)} .
\label{curv}
\end{equation}
For d only with $U_d=K_d$, $k_d=0$ and
\begin{equation}
E''=K_pw^2\,\frac{e''}{e''+NK_p}>0 .
\end{equation}
The curvature is positive whenever the orbital has any p weight. As mixing vanishes, $w\to1$ and $e''\to\infty$, so $E''\to K_p$: the d correction then does nothing. In the same limit the d error drops out of \eqref{curv}.

\section{Why curvature removes the polaron}

\subsection{The spurious cost of localization}

Take $M$ uncoupled cells with one electron missing. With the hole on one cell the energy is $E(0)+(M-1)E(1)$. Spread evenly, it is $ME(1-1/M)$, which tends to $ME(1)-E'(1)$ for large $M$. Localization therefore costs
\begin{equation}
P=E(0)-E(1)+E'(1).
\label{Pdef}
\end{equation}
For a straight line $P=0$. In \eqref{NLQ}, $E(0)=0$, $E(1)=L+\frac12Q$ and $E'(1)=L+Q$, so
\begin{equation}
P=\tfrac12k_pw^2+\tfrac12k_d(1-w)^2,\qquad w\text{ taken at }N=1 .
\label{P}
\end{equation}
Orbital relaxation is included, since $E'(1)$ is the true slope of the minimized energy. The functional favours many small fractions of a hole over one whole hole, and $P$ is the size of that preference.

\subsection{A larger $U_d$ can make it worse}

At $N=1$, \eqref{stat} becomes $e'+(k_p+k_d)(w-\frac12)=0$. Differentiating with respect to $k_d$ gives
\begin{equation}
\frac{dw}{dk_d}=-\frac{w-\frac12}{e''+k_p+k_d} .
\end{equation}
From \eqref{P}, $\partial P/\partial w=b$. Since $dk_d=-dU_d$,
\begin{equation}
\frac{dP}{dU_d}=-\tfrac12(1-w)^2+\frac{b\,(w-\frac12)}{e''+k_p+k_d} .
\label{slope}
\end{equation}
The first term is the intended benefit. The second is a side effect: $U_d$ raises the nearly empty d level, the orbital becomes more p-like, and more of it is exposed to the p error.

The balance is simple at $k_d=0$ for weak mixing and $K_p\ll\Delta$. Then $1-w\approx(t/\Delta)^2$ and $e''\approx\frac t2(1-w)^{-3/2}\gg K_p$. The second term is about $K_p(1-w)^{3/2}/t$, and it exceeds the first when
\begin{equation}
K_p>\tfrac t2(1-w)^{1/2}\approx\frac{t^2}{2\Delta} .
\end{equation}
This is a low threshold if the p error is of the order of electronvolts.

\subsection{Lattice and band energy}

Let a distortion $x$ of each cell have energy $\frac12Cx^2+Gx(n_p-n_{\rm ref})$, where $n_{\rm ref}$ is the p occupation of the perfect crystal. The minimum is at $x=-G(n_p-n_{\rm ref})/C$ and equals $-\lambda(n_p-n_{\rm ref})^2$, with $\lambda=G^2/2C$. A hole on one cell changes $n_p$ by about $-w$ and gains $\lambda w^2$. A hole spread over $M$ cells gains $M\lambda(w/M)^2$, which vanishes for large $M$.

Now couple the p orbitals of neighbouring cells on a simple cubic lattice by $+t'$. To first order the band is $2t'w(\cos k_x+\cos k_y+\cos k_z)$ about the cell level, with its top at $+6t'w$. The spread hole takes its electron from there, and localization gives up this advantage. Relative to the spread hole, the polaron energy is
\begin{equation}
E_{\rm pol}\approx6t'w+P-\lambda w^2 ,
\label{Epol}
\end{equation}
and a negative value means that the polaron is stable. With $k_d=0$ the condition reads
\begin{equation}
\left(\lambda-\tfrac12k_p\right)w^2>6t'w .
\label{crit}
\end{equation}

The potentials show the same competition. Differentiating the energy with respect to $n_p$ gives the p potential $k_p(n_p-\frac12)-2\lambda(n_p-n_{\rm ref})$. Between the hole cell ($n_p=0$) and a filled cell ($n_p=n_{\rm ref}\approx w$) it differs by $(2\lambda-k_p)w$. If this is positive, the electron level on the hole cell is raised, and the hole can stay if the rise is large enough compared with the hopping. If it is negative, the p potential pushes the hole off the distorted site, and the distortion fades as the hole leaves.

\section{How large the effect is}

Round parameters in the rough regime of hafnium dioxide are $\Delta=7$, $t=1.8$, $K_p=5$, $K_d=3$, $\lambda=1.6$ and $t'=0.12$ eV. They are held fixed while the correction is changed. Solving \eqref{stat} at $N=1$ for d only gives $w=0.905$, and then
\begin{align}
P&=\tfrac12(5)(0.905)^2=2.05\ \text{eV},\\
E_{\rm pol}&\approx0.65+2.05-1.31=1.39\ \text{eV}.
\end{align}
With both corrections $w=0.945$, $P=0$, and $E_{\rm pol}\approx0.68-1.43=-0.75$ eV.

The estimate \eqref{Epol} treats $t'$ to first order. A fuller solution uses a periodic lattice of $4\times4\times4$ cells, with 128 orbitals and 63 electrons, diagonalized repeatedly until occupations, potentials and distortions agree. Each calculation starts from a hole pinned on one cell by raising both its orbitals by 8 eV. The pinning is then removed and the hole is free to move. Energies are relative to the evenly spread hole in the same lattice.

\begin{center}
\begin{tabular}{lcccc}
correction & $w$ & $P$ & $E_{\rm pol}$, \eqref{Epol} & free lattice\\
\hline
none & 0.873 & 1.93 & $1.34$ & spread\\
d only & 0.905 & 2.05 & $1.39$ & spread\\
p only & 0.923 & 0.01 & $-0.69$ & $-0.70$\\
p and d & 0.945 & 0.00 & $-0.75$ & $-0.75$
\end{tabular}
\end{center}
Energies are in eV. In the first two rows the released hole spreads until each cell holds $1/64$ of it. In the last two, 99\% stays on one cell. With the pinning kept on but its energy left out, the d-only hole lies 1.35 eV above the spread one, close to the estimate. The potential difference $(2\lambda-k_p)w$ explains the escape: it is $(3.2-5)(0.905)=-1.6$ eV for d only and $(3.2)(0.945)=+3.0$ eV with both corrections.

The d correction raises $P$ by 0.12 eV. Removing the d term saves $\frac12(3)(0.127)^2=0.02$ eV, but the rise of $w$ from 0.873 to 0.905 adds 0.14 eV to the p term. A stronger d correction does not help: at $U_d=8$ eV, $P$ is 2.22 eV and the hole still spreads. At $U_d=K_d$ the numerical root of \eqref{slope} puts the threshold for this adverse trend at $K_p=0.28$ eV, against 0.23 eV from $t^2/2\Delta$. The assumed 5 eV is far above both.

The error also shows in the energy of half an electron. For d only, $E(\frac12)$ lies 0.54 eV below the straight line between $E(0)$ and $E(1)$; with both corrections it lies on the line.

\section{When the d correction is enough}

Equation \eqref{crit} shows one way out: a soft lattice. With $\lambda=4$ eV and the other parameters unchanged, the d-only estimate is $0.65+2.05-4(0.905)^2=-0.58$ eV. The lattice solution gives $-0.59$ eV with 99\% of the hole on one cell. The polaron is found, but its binding is still too small by roughly $P$. Finding a polaron therefore does not show that the functional is adequate.

The other way out is a hole of d character. Reversing the level order to $\Delta=-7$ eV makes $w$ small. The penalty in one cell is then 1.18 eV without correction and 0.02 eV with d only. The d correction acts where the hole is, which is why experience with d-like carriers does not carry over to oxygen holes.

\section{What to do about it}

First, find the orbital character of the hole. If it is mainly oxygen p, apply a correction that acts on those states: $U_p$ together with $U_d$, or another method that restores straight-line behaviour for this hole, such as a hybrid functional with a suitably chosen exchange fraction.

Second, measure the remaining error. Adding $dN$ electrons to the occupied orbital at fixed shape changes the energy by its orbital energy times $dN$, so $E'(1)$ in \eqref{Pdef} is the energy $\varepsilon$ of the highest occupied orbital. Thus
\begin{equation}
P=\varepsilon(1)-\left[E(1)-E(0)\right].
\end{equation}
In a real calculation, evaluate this for the localized orbital at the frozen polaron geometry, with finite-size corrections for charged cells, and adjust $U_p$ until it vanishes. If the hole will not localize, create the geometry with a temporary pinning potential or a larger $U_p$. The measured value need not equal \eqref{P}. The frozen distortion raises the p level and lowers the p weight of the refilled orbital, so in the lattice model it is 0.18 eV against $P=0.22$ eV at $U_p=4.5$ eV. Far from full correction, part of the hole may also leave the site, which lowers the value further. In the model with $U_d=K_d$ the zero still lies at $U_p=K_p$.

Third, do not stop at the smallest $U_p$ that makes the polaron stable against the spread hole. With $k_d=0$, \eqref{crit} gives
\begin{equation}
U_p>K_p-2\lambda+\frac{12t'}{w},
\end{equation}
which is 3.3 eV here when $w$ is updated with $U_p$. Bisection with the lattice solution gives 3.2 eV. At that value the polaron has zero binding, whereas the fully corrected binding is 0.75 eV in this lattice (0.77 eV with $6\times6\times6$ cells, because the spread hole keeps a relaxation gain $\lambda w^2/M$ in a finite lattice). Too large a value is also wrong: near full correction, at fixed $w$, each extra electronvolt of $U_p$ adds about $\frac12(0.945)^2=0.45$ eV of false binding. Use the same $U_p$ and $U_d$ for all structures compared, since changing them changes the functional.

\section{From the model to a real oxide}

In hafnium dioxide the valence-band top is mainly oxygen 2p and the empty d states lie several electronvolts higher, as assumed here. The occupied orbital of the model is a p--d bonding combination, whereas the real band top is largely non-bonding. A real hole may therefore lie closer to the limit $w\to1$, where $U_d$ does nothing, and the rise of $P$ with $U_d$ is a result for the model only. The parameters are not computed for that material, and $K_p$ depends on the functional and on how the p orbital is defined. The model band is $12t'w\approx1.4$ eV wide, much narrower than a real oxygen 2p band of several electronvolts. Doubling $t'$ reduces the binding from 0.75 eV to about 0.07 eV in first order and to 0.17 eV in the lattice solution, where it vanishes near $t'=0.28$ eV, so the binding is not a prediction. Device films also break the assumption of identical sites. If disorder or a defect raises one p level by $s$, $E_{\rm pol}$ falls by about $ws$. At fixed $w$, an offset above $1.39/0.905\approx1.5$ eV would put the fully localized hole below the spread one even for d only, and a partly localized hole lies lower still: in the 64-cell lattice with $s=1$ eV, 29\% of the hole sits on the defect cell, about 0.09 eV below the spread state. Success at a strong defect therefore says little about self-trapping in the perfect crystal.

Several other omissions can be estimated, and these are smaller than the 2 eV penalty. A spurious repulsion $Vn_pn_d$ between neighbouring atoms adds $Vw(1-w)$ to $P$. For a distance of 0.21 nm and a rough electronic dielectric constant of 4, $V=1.7$ eV and the addition is 0.15 eV for d only at fixed $w$, or 0.24 eV once the orbital has readjusted. On-site Hubbard terms do not remove it by design. For cells 0.33 nm apart and a static dielectric constant of 20, two holes in adjacent 64-cell supercells interact by about 0.05 eV. A field of 2 MV/cm changes the potential by 0.07 eV from one cell to the next. At 358 K, $k_BT$ is 0.031 eV, and a threefold choice of p orbital would change the free energy by $k_BT\ln3=0.03$ eV.

The classical lattice omits the coupling of the spread hole to quantum vibrations. For a rough phonon quantum of 0.05 eV, this lowers the spread hole by about 0.1 eV in second order, which is small beside the 2 eV penalty. Tunnelling of the polaron is far smaller still. With the same quantum, the relaxation energy is $S=29$ quanta. Moving the polaron requires the distortion to vanish on one cell and appear on the next. Each oscillator overlap contributes $e^{-S/2}$, which reduces the tunnelling amplitude to about $t'we^{-S}$, less than $10^{-13}$ eV.
